# Why surplus support functions give soft modes, and occupancy preconditioning

**Question.** An electronic-structure calculation expands its occupied space in adjustable support functions. Giving it more functions than there are occupied states makes the variational space larger, yet the minimization over the functions can become extremely slow. Why does this happen, how does the curvature of the energy depend on the occupations, and what change of search direction cures it?

**Answer.**

## The mechanism

Let $\phi_\alpha$, $\alpha=1,\dots,M$, be real support functions with overlap $S_{\alpha\beta}=\langle\phi_\alpha|\phi_\beta\rangle$. A symmetric kernel $K^{\alpha\beta}$ turns them into the density operator of one spin,

$$\rho=\sum_{\alpha\beta}|\phi_\alpha\rangle K^{\alpha\beta}\langle\phi_\beta| ,\qquad \mathrm{Tr}\,\rho=\mathrm{tr}\,KS=N .$$

There are $2N$ electrons without spin polarization, and $M\ge N$. The Hamiltonian $H$ is held fixed at first; self-consistency is added later. The support functions are free to extend over the whole system. At smearing temperature $T$ the kernel is optimized for every set of functions, which defines

$$A[\phi]=\min_K\Big\{2\,\mathrm{Tr}\,\rho H+2k_BT\,\mathrm{Tr}\big[\rho\ln\rho+(1-\rho)\ln(1-\rho)\big]\Big\}.$$

The minimizing $\rho$ is diagonal in the states $\psi_i$ that diagonalize $H$ within the span of the functions. Its eigenvalues are the Fermi occupations $f_i$, between 0 and 1, with $\sum_i f_i=N$.

Replacing the functions by invertible combinations of themselves leaves the span unchanged, and the optimized kernel absorbs the replacement. Such rotations do not change $A$. What matters is how the span tilts towards functions outside it.

Suppose that $\psi_i$ acquires a small amplitude $x$ of an outside state lying higher by $\Delta$. Each electron in $\psi_i$ then costs an additional energy $x^2\Delta$. There are $2f_i$ such electrons, so the total cost is $2f_i\Delta x^2$. A nearly empty state can therefore be badly wrong at almost no cost, and the energy gives almost no force to correct it.

If $M=N$, the trace condition forces every $f_i=1$ and no state is nearly empty. If $M>N$, the surplus states carry whatever occupation the smearing gives them. Surplus functions alone do not produce a curvature that is nonzero but small because of the occupation: fractional occupation is needed as well.

## The Hessian

At finite temperature all $f_i>0$. A first-order admixture of an outside function $\chi$ changes $A$ by $4f_i x\langle\chi|H|\psi_i\rangle$, so a stationary span requires $\langle\chi|H|\psi_i\rangle=0$ for every outside $\chi$. The span is then made of eigenstates of $H$. At the minimum these are the $M$ lowest, with energies $\varepsilon_1\le\dots\le\varepsilon_M$. Let the outside eigenstates be $\chi_c$, with energies $\varepsilon_c$, and displace the span by

$$\tilde\psi_i=\psi_i+\sum_c x_{ci}\chi_c .$$

The displaced states have overlap and Hamiltonian matrices

$$\tilde S_{ij}=\delta_{ij}+\sum_c x_{ci}x_{cj},\qquad
\tilde H_{ij}=\varepsilon_i\delta_{ij}+\sum_c x_{ci}\varepsilon_c x_{cj}.$$

Terms linear in $x$ are absent because inside and outside states are orthogonal and $H$ does not couple them. Symmetric orthonormalization multiplies $\tilde H$ from both sides by

$$\tilde S^{-1/2}=1-\tfrac12 x^{T}x+O(x^4).$$

The two correction terms subtract $\tfrac12(x^Tx)_{ij}\varepsilon_j$ and $\tfrac12\varepsilon_i(x^Tx)_{ij}$. The Hamiltonian inside the span therefore changes by

$$\delta h_{ij}=\sum_c x_{ci}x_{cj}\left[\varepsilon_c-\frac{\varepsilon_i+\varepsilon_j}{2}\right]+O(x^4).$$

Since $A$ is stationary with respect to $\rho$, its first-order response to $\delta h$ is found with $\rho$ unchanged. It is $2\,\mathrm{tr}(\rho\,\delta h)=2\sum_i f_i\,\delta h_{ii}$. The readjustment of $\rho$ is itself proportional to $\delta h$, hence to $x^2$, and lowers $A$ by a term of order $x^4$. To second order,

$$\delta A=2\sum_{ci}f_i(\varepsilon_c-\varepsilon_i)x_{ci}^2 ,$$

and two differentiations give

$$\boxed{\frac{\partial^2A}{\partial x_{ci}\,\partial x_{dj}}=4f_i(\varepsilon_c-\varepsilon_i)\,\delta_{cd}\,\delta_{ij}}$$

One factor 2 comes from spin, the other from differentiating a square. Holding the weights $f_i$ fixed in the orthonormalized frame gives the same Hessian, because their response entered at fourth order.

Both $f_i$ and $\varepsilon_c-\varepsilon_i$ decrease as $\varepsilon_i$ rises. The smallest curvature therefore belongs to $i=M$, $c=M+1$, and the largest to $i=1$ and the highest state of the basis. The condition number, the ratio of the two, is

$$\kappa=\frac{f_1(\varepsilon_{\max}-\varepsilon_1)}{f_M(\varepsilon_{M+1}-\varepsilon_M)} .$$

In the thermal tail $f_M\simeq e^{-(\varepsilon_M-\mu)/k_BT}$, with $\mu$ the chemical potential. Lower smearing, or surplus states higher above $\mu$, thus makes $\kappa$ grow exponentially.

The limit $T\to0$ with a gap above the $N$th state is different in kind. The surplus states have $f_i=0$, and their modes are flat rather than soft. Any span that contains the $N$ occupied states reaches the ground-state energy, whatever its other $M-N$ functions are. The minimum is then a continuous family of spans, and the energy cannot determine the surplus functions.

## From the Hessian to the search direction

A program works with non-orthogonal functions, so the gradient is needed in that form. Write $\psi_i=\sum_\alpha\phi_\alpha v_{\alpha i}$, where the coefficients solve the generalized eigenproblem in the span with $v^TSv=1$. Then

$$S^{-1}=vv^T,\qquad K=vfv^T,$$

with $f$ the diagonal matrix of occupations. Stationarity in $\rho$ gives $dA=2\sum_i f_i\,d\varepsilon_i$. Differentiating the eigenproblem gives

$$d\varepsilon_i=2\sum_\alpha v_{\alpha i}\langle d\phi_\alpha|H-\varepsilon_i|\psi_i\rangle .$$

The gradient defined by $dA=\sum_\alpha\langle d\phi_\alpha|G^\alpha\rangle$ is therefore

$$G^\alpha=4\sum_i (H-\varepsilon_i)\psi_i\,f_i\,v_{\alpha i}.$$

The residual $(H-\varepsilon_i)\psi_i$ is orthogonal to the span, since $\psi_i$ solves the eigenproblem there. With $P$ the projector on the span, it equals $(1-P)H\psi_i$. Using $\sum_i\psi_if_iv_{\alpha i}=\sum_\beta\phi_\beta K^{\beta\alpha}$,

$$G=4(1-P)H\phi K ,$$

where $\phi$ and $G$ are read as rows of functions.

A step $\phi\to\phi-tD$ should not depend on which combinations of the functions happen to be in use. Under $\phi\to\phi B$ one has $S\to B^TSB$, $K\to B^{-1}KB^{-T}$ and $G\to GB^{-T}$. The gradient does not transform like $\phi$, so it must be multiplied by a matrix that transforms like $S$.

The first candidate is $S$ itself. Since $G=4Rfv^T$, where $R$ is the row of residuals, and $S=v^{-T}v^{-1}$,

$$(GS)v=4Rf .$$

This direction is covariant, but every state still moves in proportion to its occupation.

The inverse kernel $K^{-1}$ also transforms like $S$. A version that remains defined for empty states is

$$\boxed{D=G\,(K+\delta S^{-1})^{-1}},\qquad \delta\ge0 .$$

Because $K+\delta S^{-1}=v(f+\delta)v^T$,

$$Dv=4Rfv^T\,v^{-T}(f+\delta)^{-1}v^{-1}v=4R\,\frac{f}{f+\delta}.$$

To first order in the displacement, the residual of $\tilde\psi_i$ is $\sum_c(\varepsilon_c-\varepsilon_i)x_{ci}\chi_c$. One step near the minimum thus gives

$$x_{ci}\;\to\;\left[1-4t\,\frac{f_i}{f_i+\delta}\,(\varepsilon_c-\varepsilon_i)\right]x_{ci}.$$

The same result follows from the scaled variables $y_{ci}=\sqrt{f_i+\delta}\,x_{ci}$, in which the curvature is $4(\varepsilon_c-\varepsilon_i)f_i/(f_i+\delta)$. Preconditioning does not alter the energy or its minimum; it alters the measure of distance in the space of functions.

For $\delta=0$ the occupation cancels, and

$$D=4(1-P)H\phi,\qquad
\kappa_{\rm pre}=\frac{\varepsilon_{\max}-\varepsilon_1}{\varepsilon_{M+1}-\varepsilon_M}.$$

For $M=N$ the kernel is $K=S^{-1}$, so $K^{-1}=S$ and the two directions coincide. For $f_i\to0$ the inverse kernel diverges, and forming $GK^{-1}$ numerically divides a vanishing gradient by a vanishing weight. A positive $\delta$ prevents this. Its price is that modes with $f_i\ll\delta$ remain soft, with the factor $f_i/\delta$ in place of $f_i$. For unrestricted functions the closed form $4(1-P)H\phi$ avoids both the division and this price, because it does not contain the kernel.

The remaining ratio $\kappa_{\rm pre}$ has two sources that occupations do not control. The numerator grows with the kinetic-energy cutoff of the basis and calls for a separate kinetic preconditioner. The denominator is the gap above the span, so $M$ should not cut through a group of nearly degenerate levels where this can be avoided. In an extended system with $M>N$ it usually cannot: the levels above the occupied ones crowd into bands, the gap above the span shrinks as the system grows, and $\kappa_{\rm pre}$ grows with it. The slow modes then belong to the top of the span, whose small occupations give them little weight in the energy.

## Does self-consistency bring the problem back?

Add a density interaction $\tfrac12\int\!\!\int nUn$ with positive $U$, and let $H$ and its eigenstates include the resulting potential at the minimum. A displacement changes the density $n=2\sum_if_i\tilde\psi_i^2$ at first order by

$$\delta n_x=4\sum_{ci}f_ix_{ci}\,\psi_i\chi_c .$$

The potential now changes at first order, so for $M>N$ the kernel in general responds at first order too. Let $\chi_K$ be the density response to a potential when only the kernel adjusts, at fixed electron number. It is negative semidefinite, and zero for $M=N$. The total density change obeys

$$\delta n=\delta n_x+\chi_KU\,\delta n
\quad\Rightarrow\quad \delta n=(1-\chi_KU)^{-1}\delta n_x .$$

The interaction energy at second order is $\tfrac12\delta n\,U\,\delta n$. Creating the kernel part $\delta n_K=\delta n-\delta n_x$ costs $-\tfrac12\,\delta n_K\,U\,\delta n$, a positive quantity because $\delta n_K=\chi_KU\delta n$. The sum is

$$\tfrac12\,\delta n\,U\,\delta n-\tfrac12(\delta n-\delta n_x)U\,\delta n
=\tfrac12\,\delta n_x\,W\,\delta n_x,\qquad W=U(1-\chi_KU)^{-1}.$$

Inserting $\delta n_x$ adds to the Hessian

$$16f_if_j\,(ci|W|dj),$$

where $(ci|W|dj)$ is the integral of $W$ between the products $\chi_c\psi_i$ and $\chi_d\psi_j$. Scaling by $1/\sqrt{f_if_j}$ leaves $16\sqrt{f_if_j}\,(ci|W|dj)$. The interaction carries more powers of the occupation than the scaling removes, so it introduces no division by a small weight.

For positive $U$ the operator $W$ is positive too, and the scaled curvatures cannot fall below $4(\varepsilon_{M+1}-\varepsilon_M)$. An exchange-correlation kernel with negative parts can violate this lower bound, although the factor $\sqrt{f_if_j}$ remains.

## Numbers for a model

Take one-dimensional electrons in a box of 20 Å, with a Gaussian well at the centre of each quarter. Each well has depth 4 eV and width parameter (standard deviation) 0.8 Å. The basis is the 20 lowest sine functions of the box. There are eight electrons, so $N=4$, and $k_BT=0.5$ eV. These are round model parameters.

Diagonalization gives the lowest nine levels as −1.846, −1.632, −1.342, −1.177, 1.167, 2.013, 3.151, 4.574 and 6.091 eV. The highest level is 36.039 eV. The Hessians were obtained by central differences of the gradient, and their condition numbers by diagonalization:

| $M$ | $f_M$ | gap above span (eV) | $\kappa$ | $\kappa$ with $K^{-1}$ |
|---|---|---|---|---|
| 4 | 1 | 2.344 | 16.2 | 16.2 |
| 6 | 0.0253 | 1.138 | 1290 | 33.3 |
| 8 | 0.000153 | 1.517 | 160 000 | 25.0 |

For $M=8$ the formula gives the softest curvature as

$$4\times1.53\times10^{-4}\times1.517\ \text{eV}=9.28\times10^{-4}\ \text{eV},$$

or $3.41\times10^{-5}$ hartree. With $f_1=0.983$ the stiffest is $4\times0.983\times(36.039+1.846)=149$ eV. Their ratio is $1.6\times10^5$.

Four surplus functions thus raise the condition number by a factor of about ten thousand. The inverse kernel brings it back to $37.885/1.517=25.0$. This value belongs to the small box, where the gap above the span is a finite-size level spacing. For chains of 8, 16, 32 and 64 such wells, with two support functions and five sine functions per well, $\kappa_{\rm pre}$ is about 54, 118, 276 and 731. The value for $M=6$ is larger, 33.3, because the gap above that span is smaller.

With $\delta=10^{-3}$ the softest mode at $M=8$ keeps the factor $0.000153/0.001153=0.13$, and the condition number is 188. At $M=6$, where $f_M\gg\delta$, it is 34.6, close to the unregularized value.

The flat limit can be seen by keeping the four lowest states and replacing the other four by random combinations of all higher states. At $k_BT=0.5$ eV this raises $A$ by 0.312 eV for the combinations drawn here. At zero temperature the energy does not change.

### What a descent does

Start from two localized functions per well, a Gaussian with a width parameter of 1.2 Å and the same Gaussian multiplied by the signed distance from its centre. They are projected onto the sine basis by a midpoint sum over 80 grid points. Steepest descent with $t=1/[4(\varepsilon_{\max}-\varepsilon_1)]=0.0066$ eV$^{-1}$ was run for all three directions. The initial errors, relative to the converged minimum in the same basis, are 1.007 eV in $A$ and 0.0503 eV in $\varepsilon_8$. After 50 and 200 steps they are:

| direction | steps | error in $A$ (eV) | error in $\varepsilon_8$ (eV) |
|---|---|---|---|
| $GS$ | 50 | 0.039 | 0.0497 |
| $GS$ | 200 | 0.021 | 0.0484 |
| $GK^{-1}$ | 50 | $2.1\times10^{-6}$ | $1.5\times10^{-7}$ |
| $GK^{-1}$ | 200 | rounding | rounding |
| $\delta=10^{-3}$ | 50 | $5.3\times10^{-5}$ | $9.4\times10^{-4}$ |
| $\delta=10^{-3}$ | 200 | $5.0\times10^{-9}$ | $1.6\times10^{-5}$ |

With the overlap metric, level 8 hardly moves. Close to the minimum its amplitudes shrink per step by the fraction $4tf_8(\varepsilon_c-\varepsilon_8)$, which is less than $f_8$ for this $t$. There, 200 steps would reduce them by at most about 3%, and the level error, which is quadratic in them, by at most about 6%. This start is too far from the minimum for the linear formula to apply strictly, so these figures only indicate the scale. The level error in the run falls by 4%.

The remaining error in $A$ is not due to level 8. To first order that level contributes $2f_8\,\delta\varepsilon_8=2\times1.53\times10^{-4}\times0.0484\approx1.5\times10^{-5}$ eV, less than a thousandth of 0.021 eV. The rest must come from lower levels. Level 7 cannot supply most of it: it lies below level 8, so its error is less than $4.622-3.151=1.47$ eV, and with $f_7=0.0026$ it contributes less than $2\times0.0026\times1.47\approx0.008$ eV. Most of the remaining error therefore belongs to levels 1 to 6, and among these to level 6. After 200 steps levels 1 to 5 are converged to about $10^{-5}$ eV or better, while levels 6 and 7 are still too high by 0.61 and 0.94 eV. With $f_6=0.025$, level 6 supplies most of the 0.021 eV. Errors of this size exceed $k_BT$, so the first-order terms are upper estimates.

The softest modes thus delay the surplus functions themselves more than they delay the energy. This matters when those functions are used afterwards, for example to describe unoccupied levels.

The direction $GK^{-1}$ converges faster than $\kappa_{\rm pre}=25$ suggests. The slowest mode would shrink by a factor 0.96 per step, or to 0.13 after 50 steps, and the level error would then fall only to about 2% of its initial value. One reason is reflection symmetry. The wells and the starting functions are symmetric about the centre of the box, and the descent preserves this symmetry. Levels 8 and 9 have opposite parity, so the mode that joins them is never excited. A start without this symmetry would in general excite it. The speed also depends on how strongly the start excites the remaining modes, which the run does not resolve.

### The self-consistent case

For a contact repulsion of strength 1.5 eV Å, the kernel was iterated to self-consistency at every displaced span. Now $f_8=1.78\times10^{-4}$ and the gap above the span is 1.498 eV. The largest scaled interaction element is 1.16 eV, and the kernel response changes no element by more than 0.115 eV.

The condition number is $1.4\times10^5$ without preconditioning and 25.4 with $K^{-1}$. The lowest scaled curvature, 5.99 eV, agrees with the bound $4\times1.498$ eV to the digits given. This is expected. The interaction enters the diagonal element of that mode with the weight $f_8$. Its couplings to stiffer modes carry at most $\sqrt{f_8}$ and act at second order, so they too shift the curvature only in proportion to $f_8$.

## Where the argument stops

If each support function is confined to a region, the allowed displacements are restricted and the span is in general no longer made of eigenstates of $H$. Mixing two functions may carry one of them out of its region, so the rotations that cost nothing above are no longer all available. When the regions overlap so strongly that only a small tail has to be cut off, some rotations remain almost available. They then cost little but in general not nothing, and form a second kind of soft mode. The Hessian formula does not contain these modes. They can occur even at full occupation, where $K^{-1}=S$, so the inverse kernel does not remove them.

The search direction needs care as well. At the minimum only the part of $G^\alpha$ inside the region of $\phi_\alpha$ vanishes. The gradient must therefore be cut to the regions before it is multiplied by $(K+\delta S^{-1})^{-1}$. The product combines gradients from different regions and must be cut once more. Covariance then survives for mixing among functions that share a region, but not in general. The convergence factors derived here are no longer guaranteed.
